# Removing the Lorentz field from the Born charge of MgO

## Question

I am working through the dielectric response of oxides for gate stacks and am stuck on an exercise about cubic MgO. The data are a Born effective charge $Z^*=1.96$ (in units of $e$) and an electronic permittivity $\varepsilon_\infty=3.0$. I am asked to remove the Lorentz-field enhancement and find the Szigeti charge, which should come out near 1.18.

Three things confuse me.

1. The Born charge is defined at zero electric field. What field is there to remove?
2. I tried to "unscreen" the charge by dividing by $\varepsilon_\infty$. That gives 0.65, not 1.18. What did I calculate?
3. Which charge belongs in the ionic part of the static permittivity, the one before or after the correction?

## Answer

The field that vanishes in the definition of the Born charge is the macroscopic field, the average over a unit cell. The field that polarizes an ion is the local field at its site, and this need not vanish.

### The model and its local field

Let $\mathbf u$ be the displacement of the Mg sublattice relative to the O sublattice, $\Omega$ the volume per formula unit, $\mathbf E$ the macroscopic field and $\mathbf P$ the polarization. The Born charge is

$$Z^*=\frac{\Omega}{e}\left.\frac{\partial P}{\partial u}\right|_{E=0}.$$

The Szigeti charge needs a model. Each ion is a point with a fixed charge, $+Z_S e$ on Mg and $-Z_S e$ on O, and a fixed polarizability. I work to first order in $u$ and $E$.

To find the field at one ion, draw a large sphere around it. Matter outside the sphere can be treated as a continuum. Together with any external charges it gives the macroscopic field $E$ plus the field of the charge on the wall of the spherical hole. With $\theta$ measured from $\mathbf P$, that charge density is $-P\cos\theta$, because the outward normal of the surrounding matter points into the hole. Its field at the centre, along $\mathbf P$, is

$$\frac{1}{4\pi\varepsilon_0}\int_0^\pi P\cos^2\theta\;2\pi\sin\theta\,d\theta
=\frac{P}{2\varepsilon_0}\cdot\frac{2}{3}=\frac{P}{3\varepsilon_0}.$$

The dipoles inside the sphere must be summed one by one. Equal dipoles $p$ along $z$ give

$$\frac{p}{4\pi\varepsilon_0}\sum_j\frac{3z_j^2-r_j^2}{r_j^5}=0,$$

since around a cubic site each shell has $\sum x_j^2=\sum y_j^2=\sum z_j^2$. The transverse components cancel by reflection. This holds for both sublattices, seen from either kind of site.

A displaced ion counts, to first order, as its old charge plus a dipole (charge times displacement). The old charges give no field at the site, by inversion symmetry. They also give no field gradient: cubic symmetry makes the gradient tensor a multiple of the identity, and Laplace's equation makes its trace zero. An ion that moves slightly therefore feels no extra first-order field from them. The result is

$$E_{\rm loc}=E+\frac{P}{3\varepsilon_0}.$$

So $E=0$ leaves a local field $P/(3\varepsilon_0)$. That answers your first question.

### From the Born charge to the Szigeti charge

Let $\alpha$ be the sum of the two ionic polarizabilities. The dipole per formula unit has a part from the moved charges and an induced part:

$$P=\frac{1}{\Omega}\left(Z_S e u+\alpha E_{\rm loc}\right).$$

We know $\varepsilon_\infty$ but not $\alpha$, so we first relate them. Define $x=\alpha/(3\varepsilon_0\Omega)$. With the ions clamped, $u=0$ and $P=\varepsilon_0(\varepsilon_\infty-1)E$, so

$$E_{\rm loc}=E+\frac{\varepsilon_\infty-1}{3}E=\frac{\varepsilon_\infty+2}{3}E .$$

Insert this in $P=3\varepsilon_0xE_{\rm loc}$:

$$\varepsilon_0(\varepsilon_\infty-1)E=\varepsilon_0x(\varepsilon_\infty+2)E
\quad\Rightarrow\quad x=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}.$$

Now move the ions at $E=0$. The local field is $P/(3\varepsilon_0)$, so the induced part of the polarization is $xP$:

$$P=\frac{Z_S e u}{\Omega}+xP
\quad\Rightarrow\quad (1-x)P=\frac{Z_S e u}{\Omega}.$$

Since $1-x=3/(\varepsilon_\infty+2)$,

$$P=\frac{\varepsilon_\infty+2}{3}\,\frac{Z_S e u}{\Omega}.$$

Comparison with the definition of $Z^*$ gives

$$Z^*=\frac{\varepsilon_\infty+2}{3}Z_S,\qquad
Z_S=\frac{3Z^*}{\varepsilon_\infty+2}.$$

For your data,

$$Z_S=\frac{3\times1.96}{3.0+2}=\frac{5.88}{5.0}=1.176\approx1.18 .$$

The enhancement removed is $5/3$. The induced dipoles supply the fraction $x=2/5$ of the Born charge, which is 0.784.

In the limit $\varepsilon_\infty\to1$ the ions cannot polarize and the two charges coincide.

### The same factor from the force

The Born charge is also the force on a clamped ion per unit macroscopic field, divided by $e$. In the model, the force on Mg is its charge times the local field. The induced dipole adds no first-order force, because the field gradient of the undisplaced charges vanishes at the site. Hence

$$F=Z_S e E_{\rm loc}=Z_S e\,\frac{\varepsilon_\infty+2}{3}E=Z^*eE .$$

The enhancement appears once in the polarization per displacement and once in the force per field.

### What dividing by $\varepsilon_\infty$ gives

For general $E$, the linear response is

$$P=\frac{Z^*eu}{\Omega}+\varepsilon_0(\varepsilon_\infty-1)E .$$

Suppose the displacement field $D=\varepsilon_0E+P$ is held at zero instead of $E$. Then $E=-P/\varepsilon_0$, and

$$P=\frac{Z^*eu}{\Omega}-(\varepsilon_\infty-1)P
\quad\Rightarrow\quad P=\frac{Z^*}{\varepsilon_\infty}\,\frac{eu}{\Omega}.$$

Your number is therefore the Callen charge, $1.96/3.0=0.653$. It describes displacements with a full depolarizing field, as in a longitudinal optical mode.

The Szigeti charge corresponds to a third condition, $E_{\rm loc}=0$, under which the induced dipoles vanish and $P=Z_Seu/\Omega$. The three charges answer three different questions:

- $E=0$: Born charge, 1.96. The local field $+P/(3\varepsilon_0)$ aids the polarization.
- $E_{\rm loc}=0$: Szigeti charge, 1.176.
- $D=0$: Callen charge, 0.653. The local field is $-P/\varepsilon_0+P/(3\varepsilon_0)=-2P/(3\varepsilon_0)$ and opposes the polarization.

### How large the hidden field is

As a model input, set the lattice constant to 0.421 nm; that of bulk MgO is about 0.42 nm. The rock-salt cube holds four formula units, so $\Omega=0.421^3/4=0.018655\ \mathrm{nm^3}$. For $u=1$ pm at $E=0$,

$$P=\frac{1.96\times1.602\times10^{-19}\times10^{-12}}{1.8655\times10^{-29}}\ \mathrm{C/m^2}
=1.683\ \mathrm{\mu C/cm^2}.$$

The moved charges contribute $1.683\times3/5=1.010\ \mathrm{\mu C/cm^2}$ and the induced dipoles the remaining $0.673\ \mathrm{\mu C/cm^2}$. The local field is

$$\frac{P}{3\varepsilon_0}=\frac{1.683\times10^{-2}}{3\times8.854\times10^{-12}}\ \mathrm{V/m}=6.34\ \mathrm{MV/cm}.$$

This is a field at the ion sites, with no voltage across the crystal. It should not be compared with a breakdown field, which is macroscopic.

### Which charge enters the static permittivity

Let $K$ be the short-range spring constant for relative motion and $\mu$ the reduced mass. The equation of motion is

$$\mu\ddot u=-Ku+Z_SeE_{\rm loc}.$$

Substitute the linear response for $P$ into $E_{\rm loc}=E+P/(3\varepsilon_0)$:

$$E_{\rm loc}=\frac{\varepsilon_\infty+2}{3}E+\frac{Z^*eu}{3\varepsilon_0\Omega}.$$

Using $Z_S(\varepsilon_\infty+2)/3=Z^*$ in the first term,

$$\mu\ddot u=-\left(K-\frac{Z_SZ^*e^2}{3\varepsilon_0\Omega}\right)u+Z^*eE .$$

In a long-wavelength transverse optical mode, with retardation neglected, $E=0$. The bracket is therefore $\mu\omega_{\rm TO}^2$. The local field has softened the spring, and the measured frequency already contains that softening.

In a static field, $\ddot u=0$ and $u=Z^*eE/(\mu\omega_{\rm TO}^2)$. The displacement adds $Z^*eu/\Omega$ to the polarization. Dividing by $\varepsilon_0E$ gives

$$\varepsilon_s-\varepsilon_\infty=\frac{Z^{*2}e^2}{\varepsilon_0\Omega\mu\omega_{\rm TO}^2}.$$

So the Born charge belongs here. With $\mu=9.648$ u and a rough transverse optical wavenumber of $400\ \mathrm{cm^{-1}}$,

$$\frac{(1.96\times1.602\times10^{-19})^2}
{8.854\times10^{-12}\times1.865\times10^{-29}\times9.648\times1.661\times10^{-27}\times(2\pi\times2.998\times10^{10}\times400)^2}
=6.56,$$

and $\varepsilon_s=3.0+6.56\approx9.6$.

If you insert $Z_S$ while keeping the same $\omega_{\rm TO}$, the ionic part shrinks by $(3/5)^2=0.36$ to 2.36, and $\varepsilon_s$ falls to about 5.4. For a gate film of given thickness, the predicted capacitance would be about 44% below the value with the correct charge.

### A test on a lattice

The formula was tested against a self-consistent lattice of charged, polarizable points, with fields from Ewald sums. The sums gave a Lorentz factor of 0.333333 at a site due to its own sublattice and due to the other one.

With charges $\pm1.176$ and a total polarizability volume $\alpha/(4\pi\varepsilon_0)=0.001781\ \mathrm{nm^3}$, of which $0.0001\ \mathrm{nm^3}$ was placed on Mg, the lattice returned $\varepsilon_\infty=3.000$ and $Z^*=1.960$. That polarizability had been chosen from the relation for $x$, so a second case is more telling. A rock-salt crystal with lattice constant 0.50 nm, charges $\pm1.5$ and polarizability volumes 0.0004 and 0.0021 $\mathrm{nm^3}$ gave $\varepsilon_\infty=2.512$ and $Z^*=2.256$. The formula then recovers $3\times2.256/4.512=1.500$, the charge put in.

These tests confirm the algebra of the point-ion model. They do not show that real MgO consists of point ions.

### How far to trust 1.18

The largest doubt is the factor $1/3$. Electrons in a solid are spread out and overlap, so the field that acts on them need not be the field at a point. A simple way to explore this is to write $E_{\rm loc}=E+LP/\varepsilon_0$ with one common factor $L$. Let $y=\alpha/(\varepsilon_0\Omega)$ and $\chi=\varepsilon_\infty-1$. Clamped ions give

$$\chi=y(1+L\chi)\quad\Rightarrow\quad y=\frac{\chi}{1+L\chi}.$$

Moving ions at $E=0$ give $P(1-Ly)=Z_Seu/\Omega$. Since $1-Ly=1/(1+L\chi)$,

$$Z^*=Z_S\left[1+L(\varepsilon_\infty-1)\right].$$

With $Z^*$ and $\varepsilon_\infty$ held at your values, the extracted charge is 1.176 for $L=1/3$, 1.470 for $L=1/6$ and 1.960 for $L=0$.

This matters for the interpretation. Rigid charges of $\pm2$ with the full Lorentz enhancement would give $Z^*=2\times5/3=3.33$, far above 1.96. Removing the local field altogether ($L=0$) would bring this down to 2.00, close to the data but still slightly above. For $L\ge0$ the model therefore needs an effective charge below 2: only slightly below if the local field is weak, and much further below if it has its full Lorentz strength. The two input numbers cannot decide between these cases. In particular, $Z_S=1.18$ does not mean that 1.18 electrons have been transferred from Mg to O.

Smaller uncertainties are easier to size:

- **Permittivity.** With $Z^*$ fixed, $\varepsilon_\infty=3.1$ gives 1.153 and $\varepsilon_\infty=2.9$ gives 1.200. Take both inputs from the same level of theory and the same structure.
- **Strain.** The shell sum vanished because the site was cubic. In the point-ion model, stretching the crystal to $c/a=1.02$ at fixed volume, with ionic charges and polarizabilities unchanged, gives $\varepsilon_\infty=2.979$ and $Z^*=1.863$ along $c$. The cubic formula then yields 1.122, which is 4.6% below the charge put in.
- **Finite displacement.** By inversion symmetry $P$ is odd in $u$, so the leading correction to $P/u$ is quadratic. In the point-ion model, with the polarizabilities of the first lattice test and the shift along a cube axis, it is $+0.007\%$ at 1 pm. Its size depends on the direction of the shift and on how $\alpha$ is divided between the ions, and along [110] and [111] its sign is reversed. A single oscillator at the transverse optical frequency has an rms displacement of about 8 pm at 300 K; a uniform sublattice shift of that size along a cube axis changes $P/u$ by about 0.4% in the same model. This sets a scale and is not a thermal average.

For comparison with the real material, the lattice constant and optical wavenumber used here are model inputs close to the values for bulk MgO, whose static permittivity is roughly 10, close to the 9.6 found above. That agreement supports the use of $Z^*$ in the permittivity formula, but it does not test the Lorentz factor, because $Z_S$ is not needed there. A real gate film may be strained, defective or not fully crystalline, so its sites need not be cubic. In the point-ion model the strain example lowers the extracted charge by about 5% along $c$ and raises it by about 2% perpendicular to $c$; this is not an estimate for real strained MgO, and defects and disorder are not estimated here. Even in a perfect crystal, the choice of $L$ can move it from 1.18 towards 1.96. I would therefore quote 1.18 as the Szigeti charge under the Lorentz assumption. The other computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Born charge, given: 1.96 e
Electronic permittivity, given: 3.0
Lorentz enhancement (eps_inf+2)/3: 1.6667
Szigeti charge: 1.176 e
Electronic part of Born charge: 0.784 e
Electronic share of Born charge: 40.0 %
Callen charge (D = 0): 0.653 e
Lattice constant, rough: 0.421 nm
Volume per formula unit: 0.01865 nm^3
Sum of polarizability volumes: 0.001781 nm^3
Mg polarizability volume, chosen: 0.000100 nm^3
Lorentz factor from lattice sum, same ion: 0.333333
Lorentz factor from lattice sum, other ion: 0.333333
Permittivity from lattice model: 3.00000
Born charge from lattice model: 1.96000 e
Second crystal, permittivity: 2.5120
Second crystal, Born charge: 2.2560 e
Second crystal, recovered charge (1.5 put in): 1.50000 e
Relative displacement: 1.0 pm
Total polarization: 1.683 uC/cm2
Bare ionic part: 1.010 uC/cm2
Electronic part: 0.673 uC/cm2
Local field at E = 0: 6.34 MV/cm
Transverse optical wavenumber, rough: 400 cm^-1
Reduced mass: 9.648 u
Ionic permittivity with Born charge: 6.56
Static permittivity with Born charge: 9.56
Static permittivity, lattice model: 9.56
Ionic permittivity with Szigeti charge (wrong): 2.36
Static permittivity with Szigeti charge (wrong): 5.36
Ratio wrong/right ionic part: 0.360
Extracted charge for L = 1/6: 1.470 e
Extracted charge for L = 0: 1.960 e
Szigeti charge if eps_inf is 0.1 higher: 1.153 e
Szigeti charge if eps_inf is 0.1 lower: 1.200 e
Strained film, c/a: 1.02
Strained film, permittivity along c: 2.9791
Strained film, Born charge along c: 1.8626 e
Strained film, charge from cubic formula: 1.1222 e
Strained film, error of cubic formula: -4.57 %
Temperature: 300 K
Rms relative displacement, one oscillator: 7.66 pm
Nonlinearity of P/u at 1.0 pm: 0.0070 %
Nonlinearity of P/u at rms displacement: 0.41 %
```
